# Total and Per-Spin Iso-Orbital Indicators in Broken-Symmetry H2, part 2

The iso-orbital indicator of a meta-GGA can be built from the total density or separately for each spin. For a stretched hydrogen molecule with opposite spins on the two atoms, the two choices disagree. The question here is by how much, and what this does to a functional.

Hartree atomic units are used. The nuclei lie on the $z$ axis at $\pm R/2$. The spin densities $n_\uparrow$ and $n_\downarrow$ give $n=n_\uparrow+n_\downarrow$ and $\zeta=(n_\uparrow-n_\downarrow)/n$. With occupied orbitals $\varphi_{i\sigma}$, the positive kinetic energy density and the von Weizsäcker densities are

$$
\tau_\sigma=\frac12\sum_{i}^{\rm occ}|\nabla\varphi_{i\sigma}|^2,\qquad
\tau=\tau_\uparrow+\tau_\downarrow ,
$$

$$
\tau_W=\frac{|\nabla n|^2}{8n},\qquad
\tau_{W,\sigma}=\frac{|\nabla n_\sigma|^2}{8n_\sigma}.
$$

The total and per-spin indicators are

$$
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
\alpha_\sigma=\frac{\tau_\sigma-\tau_{W,\sigma}}{\tau_{{\rm unif},\sigma}} ,
$$

with the uniform-gas scales

$$
\tau_{{\rm unif},\sigma}=\frac3{10}(6\pi^2)^{2/3}n_\sigma^{5/3},
$$

$$
\tau_{\rm unif}=\frac3{10}(3\pi^2)^{2/3}n^{5/3}d_s,\qquad
d_s=\frac{(1+\zeta)^{5/3}+(1-\zeta)^{5/3}}2 .
$$

For any occupation, the excess $\tau-\tau_W$ splits into a per-spin part and a polarization term:

$$
\tau-\tau_W=\sum_\sigma(\tau_\sigma-\tau_{W,\sigma})
+\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)} .
$$

This rests on an identity between densities alone:

$$
\tau_{W,\uparrow}+\tau_{W,\downarrow}
=\tau_W+\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)} .
$$

The lithium atom, with two up orbitals and one down orbital, serves as a test of the split. With one real orbital $\varphi_\sigma$ per spin, as in H2, $\tau_\sigma=\tau_{W,\sigma}$ and $\alpha_\sigma=0$, which leaves

$$
\boxed{\;\tau-\tau_W=\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)}\;}
$$

In the restricted solution both electrons share one spatial orbital, so $\zeta=0$ everywhere and the excess vanishes at any bond length.

## A model of the long bond

For a large separation, take a hydrogen 1s orbital on each nucleus, with spin up on $A$ and spin down on $B$. If $r_A$ and $r_B$ are the distances to the nuclei,

$$
n_\uparrow=\frac{e^{-2r_A}}\pi,\qquad
n_\downarrow=\frac{e^{-2r_B}}\pi .
$$

This is a model: the orbitals are not allowed to respond to the other atom. Multiplying the numerator and denominator of $\zeta$ by $e^{r_A+r_B}$ gives

$$
\zeta=\frac{e^{r_B-r_A}-e^{-(r_B-r_A)}}
{e^{r_B-r_A}+e^{-(r_B-r_A)}}=\tanh(r_B-r_A).
$$

Let $\mathbf u_A=\nabla r_A$ and $\mathbf u_B=\nabla r_B$ be the unit vectors pointing from the nuclei to the field point, with angle $\gamma$ between them. Then

$$
\nabla\zeta=\operatorname{sech}^2(r_B-r_A)\,(\mathbf u_B-\mathbf u_A),
\qquad 1-\zeta^2=\operatorname{sech}^2(r_B-r_A).
$$

One factor of $\operatorname{sech}^2$ cancels. With $|\mathbf u_B-\mathbf u_A|^2=2-2\cos\gamma$,

$$
\tau-\tau_W=\frac n4\,(1-\cos\gamma)\,
\operatorname{sech}^2(r_B-r_A).
$$

On the axis beyond either nucleus $\gamma=0$, and the excess is zero. Between the nuclei $\gamma=\pi$, and the excess is $\frac n2\operatorname{sech}^2(r_B-r_A)$. On this segment $|r_B-r_A|=2|z|$ and $n=2e^{-R}\cosh(2z)/\pi$, so the excess equals $e^{-R}\operatorname{sech}(2z)/\pi$. It peaks at the midpoint, where neither spin dominates, but falls more slowly than $1-\zeta^2$ because $n$ rises toward the nuclei. A test of this formula at the midpoint and at random points off the axis, using numerical derivatives of the orbitals, confirms it.

At the midpoint $r_A=r_B=R/2$, so $n=2e^{-R}/\pi$ and $\tau-\tau_W=n/2$. Since $d_s=1$,

$$
\alpha_{\rm mid}
=\frac{n/2}{\frac3{10}(3\pi^2)^{2/3}n^{5/3}}
=\frac{5}{3(3\pi^2n)^{2/3}} .
$$

Here $3\pi^2n=6\pi e^{-R}$, which gives

$$
\alpha_{\rm mid}=\frac53(6\pi)^{-2/3}e^{2R/3}.
$$

In this model the indicator grows without bound as the atoms separate. The reason is a mismatch of powers: the excess falls in proportion to $n$, but the uniform-gas scale falls as $n^{5/3}$.

The same growth occurs along the whole midplane. There $r_A=r_B=r$ and $|\mathbf u_B-\mathbf u_A|=R/r$, so the excess is $nR^2/(8r^2)$ and

$$
\alpha=\frac5{12}\,\frac{R^2}{r^2}\,(6\pi)^{-2/3}e^{4r/3}.
$$

Even at fixed $R$, this diverges far from the axis. A map of $\alpha$ without the density beside it would give such remote regions too much visual weight.

## A divergent indicator with a vanishing kinetic cost

The growth of $\alpha$ does not mean that the integrated excess grows. In the model, $\operatorname{sech}^2(r_B-r_A)=1-\zeta^2=4n_\uparrow n_\downarrow/n^2$, so

$$
\tau-\tau_W=\frac{n_\uparrow n_\downarrow}{n}(1-\cos\gamma).
$$

We have $1-\cos\gamma\le2$. Also $n\ge2\sqrt{n_\uparrow n_\downarrow}$, because $(\sqrt{n_\uparrow}-\sqrt{n_\downarrow})^2\ge0$. Together these give

$$
0\le\tau-\tau_W\le\sqrt{n_\uparrow n_\downarrow}
=\varphi_\uparrow\varphi_\downarrow .
$$

The integral of the right side is the overlap $S$ of the two 1s orbitals. To evaluate it, use $\lambda=(r_A+r_B)/R$ and $\mu=(r_A-r_B)/R$, with volume element $(R^3/8)(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\phi$. The integrals over $\phi$ and $\mu$ give $2\pi$ and $2\lambda^2-2/3$, so

$$
S=\frac{R^3}{2}\int_1^\infty e^{-R\lambda}
\left(\lambda^2-\frac13\right)d\lambda .
$$

Integration by parts yields

$$
\int_1^\infty\lambda^2e^{-R\lambda}d\lambda
=e^{-R}\left(\frac1R+\frac2{R^2}+\frac2{R^3}\right),
\qquad
\int_1^\infty e^{-R\lambda}d\lambda=\frac{e^{-R}}R .
$$

Therefore

$$
\int(\tau-\tau_W)\,d^3r\le S=e^{-R}\left(1+R+\frac{R^2}3\right).
$$

The integrated excess tends to zero as $R\to\infty$, although the midpoint indicator diverges.

## Worked example at four bohr

Now replace the model by an unrestricted Hartree–Fock calculation in the cc-pVTZ basis at $R=4.000$ bohr, or $2.117$ Å. The up orbital is mainly on the left atom and the down orbital on the right. This level of theory omits correlation beyond a single determinant and uses a finite basis. Its local spin polarization belongs to the broken-symmetry determinant. A true singlet has zero spin density everywhere.

At the midpoint the calculation gives

$$
n=0.012890\ {\rm bohr}^{-3},\qquad \zeta=0,\qquad
\frac{d\zeta}{dz}=-1.77394\ {\rm bohr}^{-1}.
$$

The negative slope says that down density takes over as $z$ increases. By symmetry about the axis, $\nabla\zeta$ has no transverse component here. The boxed formula gives

$$
\tau-\tau_W=\frac{0.012890\times(1.77394)^2}{8}
=0.005070\ {\rm hartree\,bohr}^{-3}.
$$

The kinetic energy density obtained directly from the orbitals is also $0.005070$, with $\tau_W=0$ to the printed accuracy. The uniform-gas scale is

$$
\tau_{\rm unif}=2.8712\times(0.012890)^{5/3}
=0.002035\ {\rm hartree\,bohr}^{-3},
$$

so $\alpha=0.005070/0.002035=2.49$. The digits carried here belong to the cc-pVTZ basis, and the local values move by one to three per cent in a larger one: aug-cc-pVQZ gives $n=0.01292$, slope $-1.786$ and $\alpha=2.52$ at the midpoint, and $\alpha=0.689$ and $0.063$ at half a bohr and one bohr from it. Over 200 sampled points the largest per-spin indicator is $1.3\times10^{-13}$ in magnitude, compatible with the derived zero and rounding error.

Half a bohr from the midpoint, $\zeta=-0.7055$. The excess there is

$$
0.008340-0.004819=0.003521\ {\rm hartree\,bohr}^{-3},
$$

and $\alpha=0.702$. At one bohr $\alpha$ has dropped to $0.061$. Among the sampled axis points, which extend to one bohr beyond the nucleus, the large values lie in the region where the two spins exchange dominance. Further out along the axis $\alpha$ stays below $0.06$ up to $z=8$ bohr, with values that depend strongly on the basis. Off the axis the factor $n^{-2/3}$ can make $\alpha$ large again, as the midplane of the 1s model shows.

At the right nucleus $\alpha=0.00019$, but $\tau=0.000109$ and $\tau_W=0.000002$ hartree bohr$^{-3}$. Nearly all of this very small $\tau$ is excess. The smallness of $\tau$ is a basis effect. A Gaussian s function has zero gradient at its own centre, whereas a hydrogen 1s orbital has $|\nabla\varphi|=\varphi$ as the nucleus is approached, which would give $\tau\approx n/2=0.14$ here. The ratio $\tau_W/\tau$ exactly at a nucleus is thus unreliable in a Gaussian basis, and enlarging the basis does not cure it ($\tau=0.00012$ in aug-cc-pVQZ). The indicator $\alpha$ is less affected ($0.00020$ in aug-cc-pVQZ). Little up density reaches this nucleus, so the excess is small compared with the uniform-gas scale in the denominator.

Integrated over space, the excess is

$$
0.98171-0.93531=0.04640\ {\rm hartree}=1.26\ {\rm eV},
$$

which is $4.7\%$ of the kinetic energy of this determinant. In aug-cc-pVQZ it is $0.04656$ hartree, or $1.27$ eV, again $4.7\%$. The restricted solution at the same bond length serves as a control: its $\alpha$ vanishes along the axis to rounding error.

## Comparison with the 1s model

The 1s model predicts $\alpha_{\rm mid}=3.39$ at four bohr, against $2.49$ from Hartree–Fock. The closed form explains the difference in terms of two local quantities. At $\zeta=0$, $\alpha$ is proportional to $|\nabla\zeta|^2n^{-2/3}$. The model has slope magnitude $2$ and density $2e^{-4}/\pi=0.01166$ bohr$^{-3}$. The expected ratio is

$$
\left(\frac{1.77394}{2}\right)^2
\left(\frac{0.01166}{0.01289}\right)^{2/3}
=0.787\times0.935=0.736 ,
$$

and indeed $2.492/3.387=0.736$. The gentler change of polarization accounts for most of the reduction, and the higher density for the rest.

At $R=6$ bohr the two midpoint values are $12.83$ and $12.85$. Agreement this close is partly an accident of the basis: the midpoint density is thin, and the Hartree–Fock value moves by a few per cent in a larger basis ($12.48$ in aug-cc-pVQZ). At $R=1.4$ bohr they are $0$ and $0.60$. In the short bond the unrestricted calculation returns to $\zeta=0$, while the model still places opposite spins on separate atoms by construction. The model is therefore unsuitable for describing the onset of symmetry breaking.

## What SCAN exchange and correlation receive

Exchange obeys the spin-scaling relation

$$
E_x[n_\uparrow,n_\downarrow]
=\frac12\left(E_x[2n_\uparrow]+E_x[2n_\downarrow]\right),
$$

where each term on the right is an unpolarized evaluation. The indicator in such an evaluation uses density $2n_\sigma$ and kinetic energy density $2\tau_\sigma$. Its von Weizsäcker part is $|2\nabla n_\sigma|^2/(16n_\sigma)=2\tau_{W,\sigma}$, so the indicator is

$$
\frac{2(\tau_\sigma-\tau_{W,\sigma})}
{\frac3{10}(3\pi^2)^{2/3}(2n_\sigma)^{5/3}}
=\frac{\tau_\sigma-\tau_{W,\sigma}}
{\frac3{10}(6\pi^2)^{2/3}n_\sigma^{5/3}}=\alpha_\sigma .
$$

SCAN exchange therefore receives $\alpha_\sigma=0$ in this molecule. A test on the Hartree–Fock density confirms that the implemented SCAN exchange obeys the spin-scaling relation. That relation holds for any $\tau_\sigma$; the value zero comes from the derivation and from the per-spin indicators computed above.

SCAN correlation uses $n$, $\zeta$, $|\nabla n|$ and the total $\alpha$. To isolate the role of $\alpha$, keep the first three and replace $\tau$ by $\tau_W$. The separate spin inputs must be changed with care. For any real orbitals, the Cauchy–Schwarz inequality gives

$$
|\nabla n_\sigma|^2
=4\left|\sum_i\varphi_{i\sigma}\nabla\varphi_{i\sigma}\right|^2
\le8n_\sigma\tau_\sigma ,
$$

so $\tau_\sigma\ge\tau_{W,\sigma}$. With the true spin gradients, $\tau_{W,\uparrow}+\tau_{W,\downarrow}$ exceeds $\tau_W$ wherever the polarization term is positive. Lowering the total to $\tau_W$ would then violate the inequality in at least one channel.

This is avoided by sharing both inputs in proportion to the spin densities:

$$
\nabla n_\sigma\to\frac{n_\sigma}{n}\nabla n,\qquad
\tau_\sigma\to\frac{n_\sigma}{n}\tau_W .
$$

The replaced gradient gives a per-spin von Weizsäcker value $(n_\sigma/n)^2|\nabla n|^2/(8n_\sigma)=(n_\sigma/n)\tau_W$, which equals the replaced $\tau_\sigma$. These are arguments for a diagnostic evaluation, not the gradients of the actual spin densities. A separate test shares the gradients and the actual total $\tau$ in the same way, and finds the correlation energy unchanged within its numerical tolerance.

On the fixed Hartree–Fock density, SCAN correlation is $-6.91$ millihartree with the actual $\tau$ and $-5.28$ millihartree with $\tau=\tau_W$. The shift is

$$
-6.91-(-5.28)=-1.63\ {\rm millihartree}.
$$

Its magnitude is $31\%$ of the correlation energy obtained with $\tau_W$. In aug-cc-pVQZ the three numbers become $-6.93$, $-5.29$ and $-1.64$ millihartree, and the fraction stays at $31\%$. The nonzero total indicator thus has a visible effect on correlation while exchange receives zero. The comparison does not say which correlation energy is closer to the truth, and it does not include the response of the orbitals to a changed functional.

## Making the choice

To ask whether each spin channel consists of one real orbital, use $\alpha_\sigma$ over a region. A zero at a single point is not enough: two s orbitals of the same spin that obey the same nuclear cusp condition also give $\alpha_\sigma=0$ at the nucleus. To ask whether all electrons share one spatial shape, use the total $\alpha$ over a region, together with the density. In broken-symmetry H2 the first answer is yes and the second is no.

When evaluating a published functional, use the indicator that its definition prescribes. For SCAN this means supplying the actual spin densities, spin gradients and $\tau_\sigma$, so that exchange and correlation can form their different indicators. Replacing the total $\alpha$ by zero because both $\alpha_\sigma$ vanish changes the correlation functional. The numerical output gives the remaining values along the axis and for the other bond lengths.

## Calculated quantities

```
H2, UHF/cc-pVTZ, broken symmetry; atomic units unless stated
bond length R = 4.000 bohr = 2.1167 angstrom
UHF total energy = -1.002514 hartree
largest identity error per electron = 4.3e-11 hartree
largest |per-spin alpha| at 200 points = 1.3e-13
axis: z/bohr, n/bohr^-3, zeta, tau and tau_W/(hartree bohr^-3), alpha
   0.0  0.012890   0.00000  0.005070  0.000000   2.49205
   0.5  0.019080  -0.70550  0.008340  0.004819   0.70206
   1.0  0.044779  -0.93217  0.020625  0.019127   0.06141
   1.5  0.116983  -0.97990  0.058652  0.058022   0.00502
   2.0  0.283305  -0.99067  0.000109  0.000002   0.00019
   3.0  0.042408  -0.99490  0.021052  0.021047   0.00021
midpoint d(zeta)/dz = -1.77394 bohr^-1
restricted solution: largest |alpha| on axis = 2.1e-16
integral of tau = 0.98171 hartree
integral of tau_W = 0.93531 hartree
integral of tau - tau_W = 0.04640 hartree = 1.2625 eV
SCAN exchange on this density = -0.617113 hartree
SCAN correlation, actual tau = -6.9078 millihartree
SCAN correlation, tau = tau_W = -5.2803 millihartree
shift (actual minus tau_W) = -1.6275 millihartree
midpoint: R/bohr, zeta at right nucleus, alpha UHF, alpha 1s model
  1.4   0.00000    0.00000    0.59840
  3.0  -0.90638    0.70475    1.73875
  4.0  -0.99067    2.49205    3.38662
  5.0  -0.99888    6.18954    6.59624
  6.0  -0.99985   12.82774   12.84772
Li atom, UHF/def2-SVP: decomposition error per electron = 1.0e-10 hartree
Li atom: largest per-spin Pauli term per electron = 0.6449 hartree
```
